The Feynman polaron in two and three dimensions: a scaling relation, part 2

How is Feynman's variational energy of a polaron confined to a plane (n = 2) related to that of a polaron free in the bulk (n = 3)? In Froehlich's model, one electron of band mass m couples to bulk longitudinal optical phonons of frequency ω at zero temperature. Units are ħ = m = ω = 1: energies are in units of ħω, lengths in units of ℓ = √(ħ/mω).

**From part (a).** The coupling constant is

α = (1/ε∞ − 1/ε_s) √[(m/m_e)(Ry/ħω)],

with ε∞ for clamped ions, ε_s the static dielectric constant, m_e the free-electron mass and Ry the Rydberg energy. The squared couplings |V_k|² are 2√2πα/(Ωk²) in the bulk (volume Ω) and √2πα/(Ak) in the plane (area A, in-plane k). Relaxation of the lattice around a fixed electron density ρ gains the energy

(α/√2) ∬ ρ(r)ρ(r′)/|r−r′| d³r d³r′.

**Actions.** With the phonons eliminated, electron paths x_t in imaginary time have weight e^S,

S = −½∫ẋ² dt + (α/2√2) ∬ dt ds e^{−|t−s|}/|x_t−x_s|.

The trial action replaces the lattice by a partner particle of mass M on a spring:

S₀ = −½∫ẋ² dt − (C/2) ∬ dt ds |x_t−x_s|² e^{−w|t−s|}, with C = w(v²−w²)/4.

Here v ≥ w > 0 are variational frequencies, and v²/w² = 1+M. Each component of the displacement r during a time τ is Gaussian with variance

D(τ) = (w²/v²)τ + [(v²−w²)/v³](1 − e^{−vτ}).

**From parts (f) and (g).** The true energy obeys E ≤ F_n. The part of F_n without α is n(v−w)²/(4v). The attraction is ⟨α/(√2 r)⟩ = Σ_k |V_k|² e^{−k²D/2}, and this sum reduces to

n = 3: (√2α/π) ∫₀^∞ dk e^{−k²D/2} = α/√(πD),

n = 2: (α/√2) ∫₀^∞ dk e^{−k²D/2} = (√π/2) α/√D.

The second is larger by the factor π/2. With

I(v,w) = ∫₀^∞ dτ e^{−τ}/√D(τ),

the variational energies are

F₃(α; v,w) = 3(v−w)²/(4v) − (α/√π) I(v,w),

F₂(α; v,w) = (v−w)²/(2v) − (√π/2) α I(v,w).

**(h) Are there numbers c and λ, independent of v and w, for which F₂(α; v,w) = c F₃(λα; v,w)? What follows for the minima?**

*Solution.* The terms without α fix c:

(v−w)²/(2v) = c·3(v−w)²/(4v), so c = 2/3.

The terms with I then fix λ:

(√π/2) α = (2/3) λα/√π, so λ = (3/2)(π/2) = 3π/4.

Hence, for every v, w and α,

F₂(α; v,w) = (2/3) F₃(3πα/4; v,w).

Multiplying a function by a positive constant does not move its minimum. The best v and w for the plane at coupling α are thus also the best ones for the bulk at coupling 3πα/4. Writing E_n for the minimum of F_n over v and w,

E₂(α) = (2/3) E₃(3πα/4).

This is the Peeters–Devreese scaling relation within Feynman's approximation. The factor 2/3 is the ratio of the numbers of components, each of which adds the same α-free cost. The factor 3π/4 is the product of π/2, the gain in mean inverse distance, and 3/2, which compensates for the 2/3 taken out in front.

The form of D(τ) was not needed for this. Suppose the trial action is any quadratic one that treats all components alike, does not couple them to one another and does not depend on the origin of time. Its α-free part is still a sum of n equal terms, and its displacement is still Gaussian with a variance free of n. Part (g) then goes through unchanged, so a more flexible memory function in place of e^{−w|t−s|} keeps the relation.

The two sides can be computed separately. For the left side the phonon-momentum integral of the planar electron was evaluated numerically and minimized over v and w. For the right side the formula for F₃ was minimized on its own at the scaled coupling. In units of ħω the results are:

α = 1: E₂ = −1.62322; E₃(2.3562) = −2.43483, and two thirds of it is −1.62322.

α = 3: E₂ = −5.47666; E₃(7.0686) = −8.21498, and two thirds of it is −5.47666.

α = 5: E₂ = −11.72805; E₃(11.7810) = −17.59208, and two thirds of it is −11.72805.

The minimizing frequencies agree as well. They are v = 3.302 and w = 2.669 for the first pair, 5.912 and 1.587 for the second, and 17.915 and 1.136 for the third. The growing ratio v/w shows the trial electron dragging an ever heavier partner.

**(i) The relation connects two approximate energies. Is it also obeyed by the true energies at weak and at strong coupling?**

*Solution.* *Weak coupling.* Take v = w. The trial electron is then free, D = τ, and

I = ∫₀^∞ e^{−τ} τ^{−1/2} dτ = √π.

This gives F₃ = −α and F₂ = −πα/2. Ordinary perturbation theory provides the true energy to leading order in α. An electron at rest emits a phonon and recoils with kinetic energy k²/2, so

E = −Σ_k |V_k|²/(1 + k²/2).

The sums reduce as in part (g), and ∫₀^∞dk/(1 + k²/2) = π/√2. Therefore

n = 3: E = −(√2α/π)(π/√2) = −α,

n = 2: E = −(α/√2)(π/√2) = −πα/2.

The scaling relation sends −α to (2/3)(−3πα/4) = −πα/2. The true energies thus obey it to first order in α. At the next order they do not. The second cumulant of the action for a free electron gives the exact terms −0.01592 α² in the bulk and −0.06397 α² in the plane, whereas the relation would turn the bulk term into −(2/3)(3π/4)² × 0.01592 α² = −0.05892 α², about 8 percent short.

*Strong coupling.* When α is large the electron is tightly bound and moves fast compared with the lattice, which responds to the electron's average density. By part (a) the energy of a wave function φ with density ρ = φ² is then

E[φ] = ½∫|∇φ|² − (α/√2) ∬ ρ(r)ρ(r′)/|r−r′|.

This is Pekar's functional. Every φ gives an upper bound on the true energy. That the best φ gives the leading behaviour as α grows rests here on the physical argument just stated, and is not proved.

If φ is given a size s without a change of shape, its energy is a/s² − bα/s with positive a and b. The minimum lies at 1/s = bα/(2a) and equals −b²α²/(4a). The energy thus falls as α², and the coefficient depends on the shape alone.

For a Gaussian density with variance s² per component, φ is proportional to e^{−r²/(4s²)}. The kinetic energy is 1/(8s²) per component, so a = n/8. Two independent points drawn from ρ differ by a Gaussian displacement of variance 2s², and the results of part (g) with D = 2s² give b:

n = 3: b = 1/√(2π), E = −[1/(2π)]α²/(3/2) = −α²/(3π) ≈ −0.1061 α²,

n = 2: b = √(π/8), E = −(π/8)α²/1 = −πα²/8 ≈ −0.3927 α².

These also obey the relation, since (2/3)(3π/4)²/(3π) = π/8. The agreement is to be expected, because Feynman's trial action takes this Gaussian form when v is large and w stays of order one. Then D ≈ 1/v for the times that matter, which corresponds to s² = 1/(2v), and (v−w)²/(4v) ≈ v/4 = 1/(8s²).

The best wave function is not a Gaussian. Expanding φ in seven Gaussians of different widths and minimizing gives the coefficients

n = 3: E = −0.10851 α²,

n = 2: E = −0.40473 α².

A smaller set of five Gaussians reproduces both coefficients within 0.05 percent. Applied to the improved bulk value, the scaling relation predicts

(2/3)(3π/4)² × 0.10851 = 0.4016

for the plane. This is 0.77 percent below the planar coefficient of 0.40473, a difference well outside the change between the two basis sets. Within the strong-coupling theory, then, the relation is not an exact law. The derivation shows which step is lost. For a Gaussian, one variance per component describes the density in both dimensions, and the two problems share the same integrals. The best shapes in two and three dimensions are not tied together in this way.

The relation itself is a good deal better than the Gaussian on which it rests. The Gaussian coefficient falls short of the improved one by about 3 percent in two dimensions and 2 percent in three. These shortfalls are alike and largely cancel when one dimension is compared with the other.

**(j) An electron has band mass 0.10 m_e in a layer with ε∞ = 7, ε_s = 10 and ħω = 21 meV. Find its polaron energy in an ideal plane, and judge how well the ideal plane describes a quantum well 5 nm wide.**

*Solution.* With Ry = 13.606 eV the coupling constant is

α = (1/7 − 1/10) √(0.10 × 13.606/0.021) = 0.04286 × 8.049 = 0.345.

The scaled coupling is (3π/4) × 0.345 = 0.813. The minimum of F₃ at this coupling is −0.8213, so

E₂ = (2/3)(−0.8213) = −0.5475 in units of ħω.

In engineering units this is −0.5475 × 21 meV = −11.5 meV, or −0.845 mRy. Separate minimization of F₂ gives the same number. The first-order energy −πα/2 is −11.4 meV, so the coupling is weak and Feynman's method improves the bound by about 0.1 meV. In the bulk, with α held fixed, the energy is −7.3 meV. The ratio of the two is 1.58, close to the weak-coupling value π/2.

These parameters are round numbers in the rough range of II–VI semiconductor quantum wells. One difference between real wells and the model is their thickness. The polaron radius √(ħ/2mω) is 4.3 nm, comparable with the width of 5 nm. The electron itself is spread less widely: in the lowest state of a well with hard walls, the standard deviation of its position across the well is 0.18 times the width, or 0.9 nm. This is about a fifth of the polaron radius, yet it matters, because the attraction 1/r is strongest at short distances. The effect can be sized at leading order in α, which is second order in V_k. Place the electron in the lowest state of a well with hard walls, and let it emit a bulk phonon while passing virtually into any subband. The sum over the lowest 24 subbands gives 0.77 of the energy of the ideal plane, or −8.8 meV. The higher subbands raise this fraction by about 0.003, to 0.778, which moves the energy to about −8.85 meV. With the lowest subband alone the fraction is 0.72. Finite width thus weakens the polaron energy by a little over 20 percent relative to the ideal plane, and leaves it nearer to the bulk value than to the planar one. For such a well the planar result marks a limit and should not be taken as an estimate.

Four other neglected effects can be judged from rough numbers:

- Nonparabolic band. The hard-wall confinement energy is 150 meV, about 0.09 of a rough gap of 1.6 eV. In a two-band model the mass for motion in the plane rises by nearly twice this ratio, about 17 percent. At weak coupling the energy of the ideal plane varies as √m, so the change of the band-edge mass alone would shift it by roughly 8 percent. This understates the effect, because the virtual states reach far up the band, where the dispersion is flatter still. With the full two-band dispersion, and the overlap of the Bloch functions ignored, the lowest-subband energy of the well grows by about 11 percent. In the ideal plane the shift depends on where the wave vector is cut off.

- Temperature. The mean number of thermal phonons per mode is 0.044 at 77 K but 0.80 at 300 K. The thermal motion of the electron matters as well. To first order in α, the polaron part of the free energy in the ideal plane is larger in magnitude than its zero-temperature value by about 17 percent at 77 K, and is about twice that value at 300 K. The zero-temperature theory is a rough guide in the first case and unsuitable in the second.

- Other electrons. At a density of 10¹⁰ cm⁻² the Fermi energy at zero temperature is 0.24 meV, far below ħω and also below the thermal energy of 6.6 meV at 77 K. The squared ratio of plasma to phonon frequency, taken at a wave vector of one inverse polaron radius, is 0.05. Both measures are small, but they do not make screening negligible. At small wave vector the plasma frequency must be compared with the recoil energy k²/2, which it exceeds for k below about 0.5/ℓ, and these phonons are screened. A random-phase estimate for the ideal plane reduces the polaron energy per electron by about 10 percent at 77 K and about 19 percent at zero temperature. The gas is dilute (r_s ≈ 15), so these figures give only the order of size.

- Discrete lattice. The polaron radius is 6.6 times a rough lattice constant a = 0.65 nm, so the continuum description is fair but not exact. Leaving out phonons whose wave vector exceeds π/a in the plane or across it would remove about 9 percent of the first-order energy of the ideal plane. In a zinc-blende crystal, where a is the edge of the face-centred cubic cell, the zone reaches about 2π/a, and the loss is about 5 percent.

Phonons bound to the interfaces, image charges and the leakage of the electron into real barriers of finite height are left out, and their effect has not been sized. The value −8.8 meV is therefore a result for a hard-wall well with bulk phonons, and not a prediction for a particular device. The numerical output below lists most of the values used here.

Computed results

```
mass = 0.10 m_e; LO phonon = 21.0 meV
eps_inf = 7.0; eps_static = 10.0
alpha = 0.3450 (dimensionless)
scaled coupling 3 pi alpha/4 = 0.8128
2D/3D ratio of mean 1/r = 1.570796
Energies below in units of the phonon energy:
alpha=0.3450, scaled=0.8128: E2D direct=-0.547547
  E3D(scaled)=-0.821321, times 2/3=-0.547547
alpha=1.0000, scaled=2.3562: E2D direct=-1.623220
  E3D(scaled)=-2.434830, times 2/3=-1.623220
  2D minimum: v=3.302, w=2.669 (phonon freq.)
  3D minimum: v=3.302, w=2.669 (phonon freq.)
alpha=3.0000, scaled=7.0686: E2D direct=-5.476656
  E3D(scaled)=-8.214984, times 2/3=-5.476656
  2D minimum: v=5.912, w=1.587 (phonon freq.)
  3D minimum: v=5.912, w=1.587 (phonon freq.)
alpha=5.0000, scaled=11.7810: E2D direct=-11.728053
  E3D(scaled)=-17.592079, times 2/3=-11.728053
  2D minimum: v=17.915, w=1.136 (phonon freq.)
  3D minimum: v=17.915, w=1.136 (phonon freq.)
example E2D = -11.498 meV
example E2D = -0.8451 mRy
example E3D(scaled) = -17.248 meV
E3D at unscaled alpha = -7.276 meV
Strong coupling, -E/alpha^2 in phonon energies:
one Gaussian: 2D 0.39270, 3D 0.10610
seven Gaussians: 2D 0.40473, 3D 0.10851
2D value predicted by scaling = 0.40162
relative shortfall = 0.77 %
Neglected effects, example:
polaron radius = 4.26 nm; width = 5.0 nm
ideal-plane first-order energy = -11.38 meV
well/plane energy ratio, all subbands = 0.77
well/plane energy ratio, lowest only = 0.72
well second-order energy = -8.8 meV
hard-wall confinement energy = 150 meV
band gap (rough input) = 1.6 eV
confinement/gap = 0.09
phonon number at 77 K = 0.044
phonon number at 300 K = 0.80
thermal energy at 77 K = 6.64 meV
electron density = 1.0e+10 cm^-2
Fermi energy at T=0 = 0.24 meV
(plasma/phonon frequency)^2 at k=1/radius = 0.052
lattice constant (rough input) = 0.65 nm
radius/lattice constant = 6.6
```
